# Shot Noise of Diffusive Wires from the Boltzmann-Langevin Equation, part 1

(Sections cited here and not found follow in the second part.)

## 1. From random collisions to the Fano factor 1/3

A metallic wire of length $L$ joins two cold reservoirs whose electrochemical potentials differ by $eV$. Its low-frequency current noise is $S=2eIF$, where $I$ is the mean current and the Fano factor is

$$
F=\frac13\quad\text{(no inelastic scattering)},\qquad
F=\frac{\sqrt3}{4}\quad\text{(local electron temperature)}. \tag{1}
$$

Both values come from one mechanism. Impurities scatter electrons at random instants, and the Pauli principle limits the scattering to empty final states. The two cases differ in how the occupation $f$ depends on energy inside the wire.

Four times order the regimes: the momentum relaxation time $\tau$, the electron-electron collision time $\tau_{ee}$, the diffusion time $L^2/D$ with $D$ the diffusion coefficient, and the electron-phonon time $\tau_{ph}$. The first value in (1) requires $\tau\ll L^2/D\ll\tau_{ee},\tau_{ph}$. The second requires $\tau\ll\tau_{ee}\ll L^2/D\ll\tau_{ph}$.

The wire lies along $x$, from $x=0$ to $x=L$, and has cross-section $A$. The left reservoir has electrochemical potential $eV>0$, the right one zero, and both have temperature $T_0$. The current $I$ is $e>0$ times the particle flow from left to right. The electric current of electrons has the opposite sign, which does not affect the noise. The noise is defined by

$$
S=2\int_{-\infty}^{\infty}dt\,\langle\delta I(0)\,\delta I(t)\rangle . \tag{2}
$$

If charges $e$ cross independently at a mean rate $I/e$, then $\langle\delta I(0)\delta I(t)\rangle=e^2(I/e)\,\delta(t)$, and (2) gives $S=2eI$. This is the Poisson value, $F=1$.

### The equation and its random source

Consider a small cell of volume $\Omega$ in the wire. Let $k$ label its electron states, spin included, and let $f_k$ be their occupations. An impurity takes an electron from $k$ to $k'$ at the mean rate

$$
\bar J(k\to k')=W_{kk'}\,f_k(1-f_{k'}),\qquad W_{kk'}=W_{k'k}. \tag{3}
$$

Collisions are short and mutually independent, so the number of events of each kind in a short time is a Poisson variable, whose variance equals its mean. The deviation $\delta J$ of the actual rate from the mean rate therefore obeys

$$
\langle\delta J(k\to k',t)\,\delta J(q\to q',t')\rangle=\delta_{kq}\,\delta_{k'q'}\,\delta(t-t')\,\bar J(k\to k'), \tag{4}
$$

and different cells are uncorrelated. The right side contains the product of mean occupations, $f_k(1-f_{k'})$, in place of the mean of the product. This factorization is an assumption, examined at the end of this half.

The occupation of $k$ grows by collisions into $k$ and falls by collisions out of it. In the mean rates the exclusion factors cancel:

$$
W_{kk'}\left[f_{k'}(1-f_k)-f_k(1-f_{k'})\right]=W_{kk'}(f_{k'}-f_k).
$$

With $\mathbf v$ the velocity and $\mathbf K$ the force, the Boltzmann-Langevin equation is

$$
\left(\partial_t+\mathbf v\cdot\nabla+\tfrac{1}{\hbar}\mathbf K\cdot\partial_{\mathbf k}\right)f_k
=-\sum_{k'}W_{kk'}(f_k-f_{k'})+\sum_{k'}\left[\delta J(k'\to k)-\delta J(k\to k')\right]. \tag{5}
$$

Exclusion has dropped out of the mean collision term, but it remains in the strength (4) of the source.

### The fluctuating current density

Let $\varepsilon$ be the total energy, kinetic plus potential. At fixed $\varepsilon$ the force no longer appears as a change of energy along the path. It still turns the direction of motion, but this acts only on the small anisotropic part of $f$ and is neglected. For a wire much longer than the mean free path $\ell=v\tau$, frequent scattering makes $f$ nearly isotropic, with an isotropic part $f(\varepsilon,x,t)$ and an anisotropic part smaller by a factor of order $\ell/L$.

Multiply (5) by $e\tau v_x/\Omega$ and sum over the states of the cell. The terms are as follows.

*Time derivative.* It gives $\tau\,\partial_t j_x$, with $j_x=(e/\Omega)\sum_k v_xf_k$. This is negligible beside $j_x$ at frequencies far below $1/\tau$.

*Gradient.* The directional average of $v_xv_b$ is $\delta_{xb}v^2/3$, and $\sum_k\to\Omega N\int d\varepsilon$, where $N$ is the density of states per volume for both spins. The bias and the temperature are small compared with the Fermi energy, so $N$, $v$ and $\tau$ are taken as constant. The result is

$$
eND\,\partial_x\!\int d\varepsilon\,f=eND\,\partial_x\mu,\qquad D=\frac{v^2\tau}{3},\qquad
\mu(x,t)=\int d\varepsilon\,[f-\theta(-\varepsilon)] . \tag{6}
$$

The step function $\theta(-\varepsilon)$ makes the integral converge and does not depend on $x$. For a Fermi function, $\mu$ is its electrochemical potential.

*Mean collisions.* Exchanging the labels $k,k'$ in the second part of the double sum gives

$$
\sum_{kk'}v_xW_{kk'}(f_k-f_{k'})=\sum_kf_k\sum_{k'}W_{kk'}(v_x-v'_x)=\frac1\tau\sum_kv_xf_k,\qquad
\frac1\tau=\sum_{k'}W_{kk'}(1-\cos\theta_{kk'}). \tag{7}
$$

The last step uses isotropy: $\sum_{k'}W_{kk'}\mathbf v'$ can point only along $\mathbf v$, so it equals $\mathbf v\sum_{k'}W_{kk'}\cos\theta_{kk'}$. This term therefore yields $j_x$ itself.

*Source.* The same exchange of labels gives

$$
\delta j^s_x=\frac{e\tau}{\Omega}\sum_{kk'}(v'_x-v_x)\,\delta J(k\to k'). \tag{8}
$$

Collecting the terms, with $\sigma=e^2ND$,

$$
j_x=-\frac{\sigma}{e}\,\partial_x\mu+\delta j^s_x . \tag{9}
$$

The first term is the drift-diffusion current. The field and the density gradient enter together through $\mu$.

The strength of the source follows from (8) and (4):

$$
\langle\delta j^s_a(t)\,\delta j^s_b(t')\rangle=\delta(t-t')\frac{e^2\tau^2}{\Omega^2}\sum_{kk'}(v'_a-v_a)(v'_b-v_b)W_{kk'}f_k(1-f_{k'}).
$$

To leading order in $\ell/L$ the occupations are isotropic, and elastic scattering keeps the energy, so $f_k(1-f_{k'})\to f(1-f)$ at one energy. The average over the direction of $k$ gives

$$
\Big\langle\sum_{k'}W_{kk'}(v'_a-v_a)(v'_b-v_b)\Big\rangle_{\!\rm dir}
=\frac{\delta_{ab}}3\sum_{k'}W_{kk'}\,2v^2(1-\cos\theta_{kk'})=\delta_{ab}\frac{2v^2}{3\tau},
$$

because $|\mathbf v'-\mathbf v|^2=2v^2(1-\cos\theta)$. The remaining sum is $\Omega N\int d\varepsilon$. The prefactor becomes $e^2\tau^2N\,(2v^2/3\tau)/\Omega=2e^2ND/\Omega=2\sigma/\Omega$. Since different cells are independent, $1/\Omega$ stands for $\delta(\mathbf r-\mathbf r')$:

$$
\langle\delta j^s_a(\mathbf r,t)\,\delta j^s_b(\mathbf r',t')\rangle
=2\sigma\,\delta_{ab}\,\delta(\mathbf r-\mathbf r')\,\delta(t-t')\int d\varepsilon\,f(1-f). \tag{10}
$$

The angular dependence of the scattering enters through $\tau$ alone. A direct sum over collisions with an anisotropic kernel, with $D$ found separately by inverting the collision matrix, confirms the factor 2.

### The noise measured at the contacts

At frequencies far below $D/L^2$ no charge accumulates, and the fluctuation $\delta\mathbf j$ has zero divergence. No current leaves through the sides, so the same $\delta I$ crosses every section and $\int d^3r\,\delta j_x=L\,\delta I$. Integrating the fluctuating part of (9) over the wire gives

$$
L\,\delta I=-\frac{\sigma}{e}\int dA\,[\delta\mu(L)-\delta\mu(0)]+\int d^3r\,\delta j^s_x .
$$

Ideal contacts hold $\delta\mu=0$ at both ends. Hence $\delta I=L^{-1}\int d^3r\,\delta j^s_x$. With (2), (10), $G=\sigma A/L$ and $s=x/L$,

$$
S=\frac{2}{L^2}\,2\sigma A\int_0^Ldx\int d\varepsilon\,f(1-f)=4G\int_0^1ds\int d\varepsilon\,f(1-f). \tag{11}
$$

The mean of (9) has constant current, so $\mu$ is linear, $\mu=eV(1-s)$, and $I=A(\sigma/e)(eV/L)=GV$. Therefore

$$
F=\frac{S}{2eI}=\frac{2}{eV}\int_0^1ds\int d\varepsilon\,f(1-f). \tag{12}
$$

In equilibrium $f$ is a Fermi function, for which $f(1-f)=-kT_0\,\partial_\varepsilon f$. The energy integral is $kT_0$, and (11) gives the Johnson-Nyquist noise $S=4kT_0G$.

### No inelastic scattering

Without inelastic collisions the particle current is conserved at each energy separately. The steps that led to (9), done at fixed $\varepsilon$, give the mean current per energy as $-ND\,\partial_xf$. Its divergence vanishes, so $\partial_x^2f=0$. With Fermi functions $f_L$ and $f_R$ at the ends,

$$
f(\varepsilon,s)=(1-s)f_L(\varepsilon)+s\,f_R(\varepsilon). \tag{13}
$$

In a cold wire this is a two-step function. For $0<\varepsilon<eV$ only the left reservoir supplies electrons, and the occupation $1-s$ is the probability that a diffusive path arriving at $s$ started there and not in the empty right reservoir. No single temperature describes it.

To form $f(1-f)$, write $(1-s)^2=(1-s)-s(1-s)$ and $s^2=s-s(1-s)$ in $f^2$. Then

$$
f(1-f)=(1-s)f_L(1-f_L)+s\,f_R(1-f_R)+s(1-s)(f_L-f_R)^2 . \tag{14}
$$

The first two terms each contain a thermal integral $kT_0$ and together give $kT_0$. For the last term, expansion shows that

$$
(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R).
$$

Let $u=eV/kT_0$. The ratios $(1-f_L)/f_L=e^{\varepsilon/kT_0-u}$ and $(1-f_R)/f_R=e^{\varepsilon/kT_0}$ give $f_R(1-f_L)=e^{-u}f_L(1-f_R)$. The difference $f_L(1-f_R)-f_R(1-f_L)$ is $f_L-f_R$, so the sum of the same two products is $(f_L-f_R)(1+e^{-u})/(1-e^{-u})=(f_L-f_R)\coth(u/2)$. Since $\int d\varepsilon(f_L-f_R)=eV$,

$$
\int d\varepsilon\,(f_L-f_R)^2=eV\coth\frac{eV}{2kT_0}-2kT_0. \tag{15}
$$

With $\int_0^1s(1-s)ds=1/6$, equations (11), (14) and (15) give

$$
S=4G\left[kT_0+\frac16\left(eV\coth\frac{eV}{2kT_0}-2kT_0\right)\right]
=\frac{2G}{3}\left[4kT_0+eV\coth\frac{eV}{2kT_0}\right]. \tag{16}
$$

For $eV\ll kT_0$ the hyperbolic cotangent tends to $2kT_0/eV$, and $S\to4kT_0G$. For $kT_0\ll eV$ it tends to one, and $S\to\frac23GeV=\frac13\,2eI$. This is the first result in (1). At zero temperature (12) reads $F=2\int_0^1s(1-s)\,ds$. The middle of the wire, where states are half filled, contributes most. The ends, where states are full or empty, contribute nothing.

### The factorized collision rate

A solvable model shows what the factorization in (4) neglects. Particles hop at unit rate to empty neighbours on a chain of $N_s$ sites, between a full reservoir (site 0) and an empty one (site $M=N_s+1$). Let $n_i$ be 0 or 1. The mean net rate across bond $(i,i+1)$, given the configuration, is $n_i(1-n_{i+1})-n_{i+1}(1-n_i)=n_i-n_{i+1}$. The average over the $M$ bonds telescopes to $1/M$ and does not fluctuate. The noise is thus due to the Poisson events alone. The long-time transferred charge, averaged over the bonds, has variance per time $M^{-2}$ times the summed event rates. Division by the current $1/M$ gives

$$
F=\frac1M\sum_{i=0}^{M-1}\left[\rho_i+\rho_{i+1}-2\rho_i\rho_{i+1}-2c_{i,i+1}\right],\qquad \rho_i=1-\frac iM, \tag{17}
$$

where $\rho_i=\langle n_i\rangle$ and $c_{ij}=\langle n_in_j\rangle-\rho_i\rho_j$. For $i<j$ the stationary correlation is $c_{ij}=-i(M-j)/[M^2(M-1)]$. It vanishes at the reservoirs and is linear in $i$ and in $j$, as hopping of separated particles demands. For neighbours, stationarity requires $\langle n_{i-1}n_{i+1}\rangle+\langle n_in_{i+2}\rangle=2\langle n_in_{i+1}\rangle$. The products of means contribute $-1/M^2$ to left minus right, and $c_{ij}$ contributes $+1/M^2$.

The first three terms of (17) equal $\rho_i(1-\rho_i)+\rho_{i+1}(1-\rho_{i+1})+M^{-2}$. With $\sum_{i=1}^{M-1}i(M-i)=M(M^2-1)/6$ they give $\frac13(1+2/M^2)$. The correlation adds $(M-2)/(3M^2)$. The total is

$$
F=\frac13\left(1+\frac1{N_s+1}\right). \tag{18}
$$

Exact counting statistics confirm (18): $F$ falls from 0.500 for one site to 0.370 for eight. In this model correlations matter at relative order $1/M$ and vanish for a long chain.

## 2. Local temperature, the ballistic crossover and a worked wire

The wire has conductance $G$, position $s=x/L$, reservoirs at temperature $T_0$, and constant density of states $N$ and diffusion coefficient $D$. The energy $\varepsilon$ is the total energy, and $f(\varepsilon,s)$ is the isotropic part of the occupation. The first half gave $I=GV$ and

$$
S=4G\int_0^1ds\int d\varepsilon\,f(1-f),\qquad F=\frac{S}{2eI}. \tag{19}
$$

Without inelastic scattering, $F=1/3$ for $kT_0\ll eV$.

Random impurity collisions limited by the Pauli principle give the noise formula (19), and with it $F=1/3$ for a long, cold wire without inelastic scattering. What remains is the case of a local electron temperature, the crossover to short wires, a worked example and the limits of the results.
